Gradient Moments, Flow Phase and Convection in Diffusion NMR

**The problem**

A liquid sits in a magnetic field gradient along x. The Zeeman splitting of a nuclear spin then varies with position, and f(t) denotes its slope, an energy per length. Atomic units with ħ = 1 are used in the algebra, so an energy is also an angular frequency. In the rotating frame a spin following the path x(t) acquires the transverse phase

φ = ∫ f(t) x(t) dt.

The sign convention is that positive f x advances the phase. The opposite convention reverses every phase below and leaves the signal magnitudes unchanged.

All gradient lobes are rectangular with duration δ. Successive lobes of a pair or triplet have leading edges Δ apart, with Δ > δ. The area of a lobe of height f is q = fδ.

(a) Find the phase of a spin with constant velocity v under a bipolar pair (+f, −f), and under three lobes with amplitudes in the ratio 1:−2:1. What does the second waveform still detect?

(b) Four physical lobes of equal sign start at 0, Δ, T and T + Δ, where T = Δ + δ. Ideal π pulses act at T/2 and 3T/2, and echoes form at T and 2T. Find the velocity phase at each echo.

(c) The liquid has diffusion coefficient D and convects with the velocity v(y) = v0 cos(πy/W) along x, where 0 ≤ y ≤ W. What diffusion coefficient is inferred from the magnitude of each echo, and on what condition is it the true one?

For numbers, take the round model values f = 2×10⁻¹⁸ eV/Å, δ = 0.002 s, Δ = 0.05 s, D = 2×10¹¹ Å²/s, v0 = 2×10⁶ Å/s and W = 5×10⁷ Å.

**Hints**

1. Expand x(t) in powers of t. The phase then depends on the waveform through a few time integrals of f.

2. A π pulse about the x axis of the rotating frame reverses the transverse spin component along y. Ask what this does to the phase already acquired.

3. Brownian displacement ξ(t) is Gaussian with ⟨ξ(t)ξ(t′)⟩ = 2D min(t,t′). For a Gaussian phase of zero mean, ⟨exp(iφ)⟩ = exp(−⟨φ²⟩/2).

4. A spread of phases lowers the magnitude of a summed signal, just as diffusion does.

**Solution**

**(a) Phases from moments**

With x = x0 + vt + at²/2, the phase is

φ = m0 x0 + m1 v + m2 a/2, where m_n = ∫ tⁿ f dt.

For one lobe of height f centred at time c, direct integration gives

∫ f dt = q
∫ t f dt = qc
∫ t² f dt = q(c² + δ²/12).

Let the first lobe be centred at c. The bipolar pair has

m0 = q − q = 0
m1 = qc − q(c + Δ) = −qΔ.

The starting position drops out, and for constant velocity

φ = −qΔv.

The second lobe acts after the spin has moved by vΔ, so it fails to undo the first by this displacement times q.

For the 1:−2:1 waveform,

m0 = q(1 − 2 + 1) = 0
m1 = q[c − 2(c + Δ) + (c + 2Δ)] = 0.

A constant velocity therefore leaves no phase. In the second moment the δ²/12 terms cancel because m0 = 0, and

m2 = q[c² − 2(c + Δ)² + (c + 2Δ)²]
= q[−4cΔ − 2Δ² + 4cΔ + 4Δ²]
= 2qΔ².

The remaining phase for constant acceleration is φ = m2 a/2 = qΔ²a. The waveform takes a second difference of position, which vanishes for uniform motion.

To evaluate these results, ħ is restored:

q = fδ/ħ = (2×10⁻¹⁸ × 0.002)/(6.582×10⁻¹⁶) Å⁻¹ = 6.077×10⁻⁶ Å⁻¹.

For v = 10⁶ Å/s, the bipolar phase is −6.077×10⁻⁶ × 0.05 × 10⁶ = −0.304 rad, while the 1:−2:1 phase is zero. Adding an acceleration of 5×10⁷ Å/s² gives the latter waveform a phase of 0.760 rad.

**(b) The two echoes**

The transverse state is described by ⟨Sx⟩ + i⟨Sy⟩, which is proportional to exp(iφ). Reversing ⟨Sy⟩ takes the complex conjugate, so a π pulse changes φ to −φ. Let φ1 to φ4 be the phases contributed by the four physical lobes. Tracing the pulses gives

first echo: φ = −φ1 + φ2
second echo: φ = φ1 − φ2 − φ3 + φ4.

At the second echo the equal-sign lobes thus act as an effective waveform +, −, −, +. At both echoes the effective areas sum to zero, so x0 drops out. A lobe centred at c contributes qcv, and hence

first echo: φ = qv[−c + (c + Δ)] = +qΔv
second echo: φ = qv[c − (c + Δ) − (c + T) + (c + T + Δ)] = 0.

The first result has the opposite sign to the bipolar phase in (a) because its effective lobes are −, +.

Lobes 2 and 3 touch, since T = Δ + δ. Counted as one lobe, they make the effective areas 1:−2:1. The double echo is thus a relative of the triplet in (a), with the central area spread over a longer time.

The inversion of the second pair is essential. An effective sequence +, −, +, − has first moment −2qΔ, and gives −0.608 rad at v = 10⁶ Å/s, twice the phase of a single pair.

**(c) Diffusion and convection**

Suppose first that each spin keeps its velocity during the sequence, and write x = x0 + vt + ξ(t). The random part of the phase has

⟨φ²⟩/2 = D ∫∫ f(t) f(t′) min(t,t′) dt dt′.

The smaller of two times is the length of the interval of s that lies below both. The double integral therefore becomes an integral over s of the square of ∫ f dt taken from s to the end. Define k(s) as the integral of f from 0 to s. Since the total area is zero, the integral from s to the end is −k(s), and

⟨φ²⟩/2 = bD, with b = ∫ k(t)² dt.

For one pair, k rises linearly to magnitude q, stays there for Δ − δ, and returns linearly to zero. Each ramp contributes q²δ/3, so

b1 = q²[δ/3 + (Δ − δ) + δ/3] = q²(Δ − δ/3).

The second pair repeats this history with k reversed in sign. Squaring removes the sign, so b2 = 2b1. The velocity phase, which is linear in k, cancels between the pairs, while the diffusive attenuation, which is quadratic, adds.

Let S be the echo magnitude divided by its value at f = 0 with the same timing, which removes the relaxation factor. The inferred coefficient is D_app = −ln S/b. At the first echo

S1 = exp(−b1D) |⟨exp(iqΔv)⟩|
D_app = D − ln|⟨exp(iqΔv)⟩|/b1,

where the average runs over the velocities in the sample. An average of unit phase factors has magnitude at most one, so in this model convection cannot lower D_app below D.

A common mean velocity changes only the overall phase. For weak gradients and velocity variance σ², the magnitude of the average is approximately 1 − q²Δ²σ²/2, which gives

D_app ≈ D + σ²Δ²/[2(Δ − δ/3)].

The factor q² has cancelled. Weakening the gradient therefore does not remove the bias, whereas shortening Δ reduces it.

For the given profile, set θ = πy/W. The imaginary part of the average vanishes because θ → π − θ reverses v, and

⟨exp(iqΔv)⟩ = (1/π) ∫₀^π cos(qΔv0 cos θ) dθ = J0(qΔv0).

At the second echo the velocity phase is zero for every spin. The average is one, S2 = exp(−2b1D), and D_app = D. This is the sense in which the double echo removes convection bias. It is sufficient that each spin's convection velocity stays constant during the sequence. An acceleration shared by all spins would change only the overall phase, not the magnitude.

The numbers for the first echo are

qΔv0 = 0.608 rad, J0 = 0.910
b1 = (6.077×10⁻⁶)² × (0.05 − 0.002/3) = 1.822×10⁻¹² s/Å²
S1 = exp(−0.364) × 0.910 = 0.632
D_app = −ln(0.632)/b1 = 2.52×10¹¹ Å²/s.

This is 2.52×10⁻⁹ m²/s, or 26 percent above the true D. At the second echo S2 = exp(−0.7288) = 0.4825, which returns 2.00×10¹¹ Å²/s, or 2.00×10⁻⁹ m²/s.

The values of S1 and S2 in the numerical output were obtained by solving the transport equation for the transverse magnetization m,

∂m/∂t = −v(y) ∂m/∂x + D(∂²m/∂x² + ∂²m/∂y²) + i f x m.

This equation lets spins diffuse across the flow profile, so constant velocity is not imposed on them. The double-echo result was tested to agree with D within one part in 10⁴.

The weak-gradient formula, with σ² = v0²/2 = 2×10¹² Å²/s², predicts a first-echo bias of 5.07×10¹⁰ Å²/s, against 5.19×10¹⁰ Å²/s from the full solution. The difference follows from the next term in the expansion. With z = qΔv0,

−ln J0(z) = z²/4 + z⁴/64 + …,

so the relative correction is z²/16, or about 2 percent here.

The compensation has a price: the magnetization must survive transverse relaxation until 2T instead of T.

**Variation 1: the flow turns**

*At the end of a convection roll the liquid turns on a circle of radius W/2 at speed v0. How much phase is left at the second echo?*

The effective signs +, −, −, + give

m2 = q[c² − (c + Δ)² − (c + T)² + (c + T + Δ)²] = 2qΔT,

so φ = qΔTa. The acceleration is a = v0²/(W/2) = 1.6×10⁵ Å/s². If it points along x,

φ = 6.077×10⁻⁶ × 0.05 × 0.052 × 1.6×10⁵ = 0.0025 rad.

Treating a as constant is reasonable, because during 2T the spin turns through only 2Tv0/(W/2) ≈ 0.008 rad. This is the largest phase, reached when a lies along x, so the spread of this phase adds at most about φ²/2 ≈ 3×10⁻⁶ to −ln S2. For spins spread evenly round the circle it adds φ²/4 ≈ 1.6×10⁻⁶. The turn also changes the diffusive attenuation slightly, by an amount that depends on the flow near the circle. For rigid rotation at Ω = v0/(W/2), the gradient direction seen by the liquid turns by ΩΔ between lobes, so after the central lobes k² = q²[5 − 4cos(ΩΔ)] ≈ q²(1 + 2Ω²Δ²) for a time Δ. For short lobes this adds 2Ω²q²Δ³D ≈ 1.2×10⁻⁵ to −ln S2. Both effects are negligible beside the 0.73 from plain diffusion. Faster flow or tighter turns increase the phase as v0²/W.

**Variation 2: a narrow channel**

*Reduce W to 10⁶ Å and keep the other values. Does the second echo still give D?*

The profile and v0 are imposed here to isolate the mechanism. A real liquid sticks to the walls, so its profile contains several diffusion modes, and buoyant convection in so narrow a channel would generally be much slower.

Spins now diffuse appreciably across the profile, and their velocities change. With reflecting walls, cos(πy/W) is a diffusion mode that decays at the rate κ = Dπ²/W², so

⟨v(t)v(t′)⟩ = ⟨v²⟩ exp(−κ|t − t′|).

Integrating the phase by parts, with k = 0 at both ends, gives φ = −∫ k v dt for the flow. For δ ≪ Δ, k is +q for a time Δ and then −q for a time Δ. Expand the exponential for κΔ ≪ 1. The constant term vanishes because ∫ k dt = 0. In the linear term, each half contributes ∫∫ |t − t′| dt dt′ = Δ³/3, and each of the two cross terms contributes −Δ³:

⟨φ²⟩ = −κ⟨v²⟩q²(2Δ³/3 − 2Δ³) = (4/3)κ⟨v²⟩q²Δ³.

For a small residual phase of zero mean, −ln|⟨exp(iφ)⟩| ≈ ⟨φ²⟩/2. Dividing by b2 ≈ 2q²Δ gives

D_app − D ≈ κ⟨v²⟩Δ²/3.

Here κ = 1.97 s⁻¹, and the estimate is

1.97 × 2×10¹² × 0.05²/3 = 3.3×10⁹ Å²/s.

The transport equation also gives 3.3×10⁹ Å²/s, a bias of 1.6 percent of D. The closeness of this agreement is an accident of the chosen numbers, because two neglected corrections nearly cancel. First, the quadratic term of the exponential adds (κ²/2)⟨v²⟩∫∫ k(t)k(t′)(t − t′)² dt dt′ = −κ²⟨v²⟩(∫ k t dt)² = −κ²⟨v²⟩q²Δ⁴ to ⟨φ²⟩, a relative change of −3κΔ/4 ≈ −7 percent. Second, the lobes have finite length. With K(t) the integral of k from 0 to t, the linear term equals 2κ⟨v²⟩∫K² dt. To first order in δ, each half gives ∫K² dt = q²(Δ³/3 + δΔ²/2), a relative change of 3δ/(2Δ). Dividing by the exact b2 adds δ/(3Δ), so the total is +11δ/(6Δ) ≈ +7 percent. For other small values of κΔ and δ/Δ, the true bias differs from the estimate by the fraction (true − estimate)/estimate ≈ −3κΔ/4 + 11δ/(6Δ), provided that ⟨φ²⟩ is small enough for its higher-order effects on the signal to be neglected. Fast flow or a strong gradient can violate this last condition. Once κΔ approaches one, the first terms of the exponential series no longer suffice. In the original sample W is 50 times larger and κ is 2500 times smaller, which reduces the estimated bias to about 1.3×10⁶ Å²/s, less than one part in 10⁵ of D.

Computed values

```
hbar = 6.582120e-16 eV s
energy slope f = 2.000e-18 eV/angstrom
same slope as proton field gradient = 0.1136 T/m
lobe duration delta = 0.0020 s
lobe spacing Delta = 0.0500 s
pair separation T = 0.0520 s
q = 6.0771e-06 1/angstrom
test velocity v = 1.000e+06 angstrom/s
bipolar phase at v = -0.30385 rad
1:-2:1 phase at v, magnitude = 0.000000 rad
repeated pair (+ - + -) phase at v = -0.60771 rad
test acceleration a = 5.000e+07 angstrom/s^2
1:-2:1 phase at v and a = 0.75963 rad
true D = 2.0000e+11 angstrom^2/s
peak convection velocity v0 = 2.000e+06 angstrom/s
mean square velocity = 2.000e+12 angstrom^2/s^2
profile width W = 5.000e+07 angstrom
first-echo phase at v0 = 0.60771 rad
second-echo phase at v0, magnitude = 0.000000 rad
b single echo = 1.8219e-12 s/angstrom^2
b double echo = 3.6438e-12 s/angstrom^2
b 1:-2:1 amplitude form = 3.6192e-12 s/angstrom^2
b*D single echo = 0.3644 (no unit)
b*D double echo = 0.7288 (no unit)
flow factor J0 single echo = 0.90978 (no unit)
signal single echo = 0.63196 (no unit)
signal double echo = 0.48250 (no unit)
apparent D single echo = 2.5189e+11 angstrom^2/s
apparent D double echo = 2.0000e+11 angstrom^2/s
apparent D single echo, SI = 2.5189e-09 m^2/s
apparent D double echo, SI = 2.0000e-09 m^2/s
bias single echo = 5.189e+10 angstrom^2/s
bias single echo, relative = 25.95 percent
weak-gradient bias estimate = 5.068e+10 angstrom^2/s
turning acceleration = 1.600e+05 angstrom/s^2
double-echo phase from turning = 0.00253 rad
narrow channel width = 1.000e+06 angstrom
narrow channel kappa = 1.9739 1/s
narrow channel apparent D, double = 2.0327e+11 angstrom^2/s
narrow channel bias, double = 3.270e+09 angstrom^2/s
narrow channel bias estimate = 3.290e+09 angstrom^2/s
narrow channel bias, relative = 1.63 percent
```
